# Conditioner dwell time and the radial uniformity of polishing-pad wear

**Q.** I am setting the sweep of a small pad conditioner, a fixed abrasive disc that does not spin, pressed on a rotating polishing pad. My rule is that the disc must stay longer at larger radii. A ring at twice the radius has twice the circumference, hence twice the area for the same width. To remove the same depth I must remove twice the material, so I give it twice the time. What could be wrong with that?

**A.** The area is right, and so is the volume. The last step assumes that the disc removes material at the same rate wherever it stands. Under which wear law are you working?

**Q.** Archard's law: worn volume is proportional to load times sliding distance.

**A.** Then the removal rate depends on the sliding speed, and the speed depends on the radius. Let the pad turn at angular speed $\Omega$, and let the disc have radius $a$ and carry a constant load $F$. Its centre moves slowly outward along a pad radius; call its position $R$. The dwell per unit radius is

$$\tau(R)=\frac{dt}{dR}.$$

Take $a\ll R$ for now, and neglect the radial speed beside the pad speed. The pad then slides under the whole disc at nearly $\Omega R$. With a constant Archard coefficient $k$, the volume removed per unit time is

$$\frac{dV}{dt}=kF\,\Omega R .$$

The disc centre takes a time $\tau\,dR$ to cross a ring of width $dR$, and removes

$$dV=kF\,\Omega R\,\tau\,dR .$$

The ring has area $2\pi R\,dR$. At $R=r$, the depth averaged around the circle is therefore

$$h(r)=\frac{kF\,\Omega r\,\tau\,dr}{2\pi r\,dr}=\frac{kF\,\Omega\,\tau(r)}{2\pi}. \tag{1}$$

The factor $r$ from the speed cancels the factor $r$ from the circumference. Constant $\tau$, which means a constant radial sweep speed, gives uniform depth.

**Q.** The bookkeeping works, but it troubles me locally. A point near the rim runs under the disc quickly. Surely it spends less time in contact than a point near the centre?

**A.** It does. Follow one pad point at radius $r$. When the disc centre is offset radially by $y=R-r$, with $|y|<a$, the point crosses the disc along a nearly straight chord of length $2\sqrt{a^2-y^2}$. This happens once per turn. While the centre moves by $dy$, a time $\tau\,dy$ passes and the pad makes $\Omega\tau\,dy/2\pi$ turns. Averaged over the points of the circle, the sliding distance in one sweep is

$$D=\frac{\Omega\tau}{2\pi}\int_{-a}^{a}2\sqrt{a^2-y^2}\,dy
=\frac{\Omega\tau}{2\pi}\,\pi a^2=\frac{\Omega\tau a^2}{2}, \tag{2}$$

because the integral is the area of the disc. The contact time is this distance divided by the speed,

$$t_c=\frac{D}{\Omega r}=\frac{\tau a^2}{2r}. \tag{3}$$

So the contact time falls as $1/r$, as you say, while the distance slid does not depend on $r$. Archard wear counts distance. With uniform pressure $p=F/(\pi a^2)$, the depth is $kpD=kF\Omega\tau/(2\pi)$, which is equation (1) again.

**Q.** Put numbers on it.

**A.** Take 90 rpm, so $\Omega=9.425$ rad/s, with $a=10$ mm and $F=5$ N. The disc centre moves from 80 to 360 mm in 40 s. Then $\tau=40/280=0.1429$ s/mm, or 142.9 s/m. For the wear coefficient take $k=0.05\ \mathrm{mm^3/(N\,m)}=5\times10^{-11}\ \mathrm{m^2/N}$. Equation (2) gives

$$D=\tfrac12(9.425)(142.9)(0.010)^2\ \mathrm{m}=67.3\ \mathrm{mm}.$$

The pressure is 15.9 kPa, and the depth per sweep is

$$h=(5\times10^{-11})(5)(1.5)(142.9)\ \mathrm{m}=53.6\ \mathrm{nm},$$

where $1.5\ \mathrm{s^{-1}}$ is $\Omega/2\pi$. Ninety such sweeps in an hour remove 4.8 µm.

The same sweep can be computed without the ring argument. I followed 90 equally spaced points on each of three circles in time steps of 0.05 ms, added up the time and the distance that each spent under the moving disc, and averaged over the circle:

| $r$ (mm) | speed (m/s) | contact (ms) | distance (mm) | depth (nm) |
|---|---|---|---|---|
| 100 | 0.942 | 71.5 | 67.4 | 53.6 |
| 220 | 2.073 | 32.5 | 67.3 | 53.6 |
| 340 | 3.204 | 21.0 | 67.3 | 53.6 |

The speed rises by a factor of 3.4 from the first circle to the last, the contact time falls by the same factor, and the depth stays put.

**Q.** And if I run my rule anyway?

**A.** Write it as $\tau=CR$ and keep the total time $T$ and the sweep limits $R_1,R_2$ fixed. Then

$$T=\int_{R_1}^{R_2}CR\,dR=\frac{C}{2}(R_2^2-R_1^2)
\quad\Rightarrow\quad C=\frac{2T}{R_2^2-R_1^2}.$$

Equation (3) gives $t_c=Ca^2/2$, the same at every radius. Your rule equalizes contact time. But equation (1) gives $h=kF\Omega Cr/(2\pi)$, which grows in proportion to $r$. Here $C=80/(360^2-80^2)=6.49\times10^{-4}\ \mathrm{s/mm^2}$. The dwell is 0.065 s/mm at 100 mm and 0.221 s/mm at 340 mm. Following the pad points gives a contact time of 32.5 ms on all three circles, and depths of 24.4, 53.6 and 82.8 nm. The outer circle wears 3.4 times as deep as the inner one.

One ambiguity is worth removing. "Equal dwell" in my statement means equal time per unit radius. Your rule is equal time per unit pad area, since the area per unit radius is $2\pi r$.

**Q.** You assumed a disc much smaller than its radius. What if it is not so small?

**A.** Put the disc centre at $R$ on a fixed axis. A pad point at radius $r$ and angle $\theta$ from that axis lies under the disc when

$$r^2+R^2-2rR\cos\theta<a^2 .$$

It is therefore covered for $|\theta|<\varphi$, with $\cos\varphi=(r^2+R^2-a^2)/(2rR)$, which is a fraction $2\varphi/2\pi$ of each turn. While covered it slides at $\Omega r$. For constant $\tau$,

$$D=\int \Omega r\,\frac{\varphi}{\pi}\,\tau\,dR
=\frac{\Omega\tau}{2\pi}\int\!\!\int r\,d\theta\,dR
=\frac{\Omega\tau}{2\pi}\int\frac{r}{R}\,dA .$$

The second form uses $2\varphi=\int d\theta$, and the third uses the polar area element $dA=R\,dR\,d\theta$. The inequality above says that the region of integration is a disc of radius $a$ centred at distance $r$ from the pad axis. Hence

$$D=\frac{\Omega\tau a^2}{2}\left\langle\frac{r}{R}\right\rangle ,$$

with the average taken over that disc. To evaluate it for $a<r$, write a point of the disc as the complex number $r(1+\zeta)$ with $\zeta=(\rho/r)e^{i\alpha}$. Then

$$\frac rR=|1+\zeta|^{-1}=(1+\zeta)^{-1/2}(1+\bar\zeta)^{-1/2}.$$

Let $c_n$ be the coefficients in $(1+\zeta)^{-1/2}=\sum_n c_n\zeta^n$, so that $c_0=1$, $c_1=-\tfrac12$, $c_2=\tfrac38$. Averaging the product over $\alpha$ removes all terms with unequal powers of $\zeta$ and $\bar\zeta$, and leaves $\sum_n c_n^2(\rho/r)^{2n}$. The disc average of $\rho^{2n}$ is

$$\frac{2}{a^2}\int_0^a\rho^{2n+1}d\rho=\frac{a^{2n}}{n+1}.$$

Therefore

$$\left\langle\frac rR\right\rangle=\sum_{n}\frac{c_n^2}{n+1}\left(\frac ar\right)^{2n}
=1+\frac{a^2}{8r^2}+\frac{3a^4}{64r^4}+\dots \tag{4}$$

There is no first-order term. For the 10 mm disc the excess over equation (1) is 0.16% at 90 mm and 0.01% at 350 mm. For a disc of 50 mm radius at 130 mm it is 2.0%. These figures apply to the depth if the pressure is uniform over the disc. The inner pad is worn slightly more.

**Q.** Does that hold right up to the ends of the sweep?

**A.** No. Equation (4) needs the disc centre to travel from $r-a$ to $r+a$. Within a distance $a$ of a turning radius, part of that travel is missing. Integrating $\varphi$ numerically over the part that remains gives 0.488 of the small-disc depth at the inner turning radius and 0.503 at the outer one. This assumes constant radial speed up to the turn. An arm that slows down to reverse adds dwell, and the extra wear reaches one disc radius beyond the stretch where it brakes. In the example, uniform wear is a statement about radii from 90 to 350 mm.

**Q.** Why did you insist that the disc does not spin?

**A.** Because spin supplies sliding speed that owes nothing to the radius. Let the disc turn at $\omega$, positive in the same sense as the pad. In complex notation, a point $x$ of the pad moves at $i\Omega x$, and the disc material above it moves at $i\omega(x-R)$. The difference is

$$i\Omega x-i\omega(x-R)=i\Omega R+i(\Omega-\omega)(x-R)=i\Omega R\,(1+sz),$$

$$z=\frac{x-R}{a},\qquad s=\frac{(\Omega-\omega)a}{\Omega R}.$$

With uniform pressure, the removal rate is $kF\bar v$, where $\bar v=\Omega R\,\langle|1+sz|\rangle$ is the mean over the unit disc $|z|<1$. The ring balance for a small disc becomes

$$h(r)=\frac{kF\,\tau\,\bar v(r)}{2\pi r}, \tag{5}$$

so in this small-disc approximation uniform wear needs $\tau\propto r/\bar v(r)$.

For $|s|<1$ the mean follows as before, now from $|1+sz|=(1+sz)^{1/2}(1+s\bar z)^{1/2}$. The first coefficients are $1$ and $\tfrac12$, so

$$\langle|1+sz|\rangle=1+\frac{s^2}{8}+\dots$$

For $|s|\gg1$ the 1 is negligible, and the mean tends to $|s|\langle|z|\rangle=\tfrac23|s|$, because $\int_0^1 2\rho^2d\rho=\tfrac23$. Then

$$\bar v\to\tfrac23|\Omega-\omega|\,a,$$

which does not contain $R$.

**Q.** So in that limit my rule comes back.

**A.** Yes. With $\bar v$ constant, equation (5) asks for $\tau\propto r$. Your rule suits a tool whose removal rate is the same at every radius, and a small disc spinning fast enough is such a tool.

The spin has to be large, however. Turn the 10 mm disc at 90 rpm against the pad. At $R=100$ mm, $s=180\times10/(90\times100)=0.2$, and the mean speed exceeds $\Omega R$ by only $s^2/8=0.5\%$. Now spin it at 3000 rpm with the pad, keeping the load and the equal dwell. Then $|s|=2910\times10/(90\times100)=3.23$ at 100 mm and 0.95 at 340 mm. Averaging over the disc numerically gives mean speeds of 2.18 and 3.58 m/s, and equation (5) gives depths of 124 and 60 nm. Following the pad points gives 125.5 and 60.0 nm, so the inner circle is worn 2.1 times as deep as the outer one. This case lies between the two limits: equal dwell overwears the inside, but dwell proportional to $r$ would overcorrect it.

At 100 mm the followed points give 1.5% more than equation (5). That equation assigns all the wear to the radius of the disc centre. Here the disc slides faster over the pad on its inner side, so its wear is centred slightly inward of the disc centre. Call $\delta(R)$ the mean radial offset of the wear from the disc centre. Wear that would land at $r$ is moved by $\delta$, so to first order the ring balance becomes $h=\frac{kF\tau}{2\pi r}\left[\bar v-\frac{d(\bar v\,\delta)}{dr}\right]$. What counts is how $\bar v\,\delta$ changes with radius, not the size of $\delta$. At 100 mm, $\delta=-1.2$ mm and the depth rises from 123.7 to 125.5 nm, which accounts for the difference. At 340 mm the offset is larger, $-1.9$ mm, but $\bar v\,\delta$ hardly changes with radius and the depth moves by only 0.1%.

**Q.** What if Archard's coefficient itself changes with speed?

**A.** Suppose $k\propto v^{-m}$. For the non-spinning small disc $v=\Omega r$, so equation (1) gives $h\propto\tau r^{-m}$, and uniform wear needs $\tau\propto r^{m}$. Constant $k$ is $m=0$, with equal dwell. Your rule is $m=1$, where the removal rate no longer depends on speed. Even a weak dependence matters: for an assumed $m=0.1$ and equal dwell, the depth at 340 mm is 0.88 of that at 100 mm. With that assumed $m$, this is the largest departure in the radial profile that I have sized for this fixed 10 mm disc away from the sweep ends, and the exponent has to be measured for the pad and disc in use.

**Q.** Could friction heat produce such a dependence?

**A.** It is a candidate, because the heating does depend on radius. A heat pulse $Q$ per unit area, released at the surface of a half-space, leaves the surface hotter by $Q/(\mathcal E\sqrt{\pi t})$ after a time $t$, where $\mathcal E$ is the thermal effusivity. Adding the pulses of a constant flux $q$ gives

$$\Delta T=\int_0^t\frac{q\,dt'}{\mathcal E\sqrt{\pi t'}}=\frac{2q}{\mathcal E}\sqrt{\frac t\pi}.$$

Assume a friction coefficient of 0.5, $\mathcal E=500\ \mathrm{J/(m^2\,K\,s^{1/2})}$, and all the heat entering the pad. At 340 mm, $q=0.5\times15.9\times3.204=25.5\ \mathrm{kW/m^2}$. The longest contact in one pass is $20\ \mathrm{mm}/(3.204\ \mathrm{m/s})=6.2$ ms, which gives $\Delta T=4.5$ K. Since $q\propto r$ and $t\propto1/r$, this rise grows as $\sqrt r$. It is the rise at the end of the longest single pass, with the friction heat spread evenly over the nominal contact area. It does not describe single abrasive grains or heat that builds up over many turns, and how far it changes $k$ is a separate question.

**Q.** And the sweep motion, which you dropped at the start?

**A.** The radial speed is $u=1/\tau=7$ mm/s, or 0.83% of the pad speed at 90 mm. It is perpendicular to the pad motion, so the sliding speed becomes $\Omega r\sqrt{1+(u/\Omega r)^2}$, an increase of 0.003%. A swinging arm also moves the disc along the pad motion. That part enters at first order, but it reverses on the return stroke and cancels to that order over a matched pair of strokes.

The sweep also leaves a spiral. The disc advances 4.7 mm per turn and is 20 mm wide, so a pad point gets only about four passes. Around the circle at 100 mm, the depth after one sweep varies by 7% of its mean from lowest to highest. Equation (1) concerns the mean. Averaging several sweeps cannot make the relative spread larger than that of a single sweep, but it need not make it smaller. Here an out-and-back cycle takes 80 s, which is exactly 120 turns, so every outward stroke repeats the same spiral. The return stroke lays down its own spiral, and after 45 such cycles the spread at 100 mm stays at 3.7%. A slight change of pad speed or sweep time shifts the pattern from cycle to cycle, unless a cycle again holds a whole or half number of turns. At 90.1 rpm the spread after 45 cycles falls below 0.1%, while at 90.75 rpm (121 turns) it stays at 3.7%.

**Q.** How close is all this to a real polisher?

**A.** The pad size, pad speed and sweep range are roughly those of a rotary tool for 300 mm wafers with a polyurethane pad, and $k$ is a rough value. The 40 s stroke is much slower than usual; a faster stroke spaces the turns of the spiral more widely. The conditioner is not typical. Production discs are commonly about 100 mm across, are driven to rotate, and carry loads of roughly tens of newtons. The load only scales the depth in this model. Size matters more. Under uniform pressure, a fixed disc of 50 mm radius exceeds the small-disc depth by 2% at 130 mm, and its zones of incomplete coverage reach 50 mm inward from each end of the sweep. Rotation then enters through $s$, which is five times larger than for the 10 mm disc at the same speeds and radius, and its sense matters. A disc turning with the pad at pad speed has $s=0$. The sliding speed is then $\Omega R$ over the whole disc, the factor $r/R$ in the finite-disc integral becomes 1, and equation (1) holds exactly away from the ends. For the 50 mm disc at 130 mm the excess is 0.2% at 60 or 120 rpm with the pad, and 7.6% at 90 rpm against it. The wafer also wears the pad, and that is left out here.

**Q.** Then for my fixed 10 mm disc I should sweep at constant radial speed.

**A.** Yes, provided that the load is constant, $k$ does not vary appreciably with speed, and the region you need to keep flat lies at least one disc radius inside the part of the sweep run at constant speed. If a measured wear profile still slopes, correct the dwell from that profile. The circumference by itself is no reason to stay longer outside.
